# Transfer matrix for a wandering step between two hard walls

## The situation

A substrate cut slightly off a crystal plane carries a train of atomic steps, the sites at which step-flow growth takes place. When the surface is annealed before growth, each step wanders by forming kinks but cannot cross its neighbours. If the steps do not interact in any other way, the shape of a histogram of terrace widths is set by thermal wandering and this confinement. The simplest estimate freezes the two neighbours into straight walls and asks where the one remaining step sits. This note gives a scheme for that distribution, and shows when it becomes the Gruber–Mullins sine-squared law.

## Model and measured row

The step crosses successive atomic rows. In each row it occupies an integer site $x=1,\dots,L-1$; the wall sites $0$ and $L$ are forbidden. A jump of $r$ sites between neighbouring rows costs $\varepsilon|r|$, with $\varepsilon>0$. The energy of the straight step is a constant and drops out. With $q=e^{-\varepsilon/kT}$, so that $0<q<1$, the transfer matrix is

$$T(x,y)=q^{|x-y|}.$$

Let non-negative vectors $a$ and $b$ weight the positions in the first and last of $N+1$ rows. Summing over all paths through $x$ in row $j$ gives, since $T$ is symmetric,

$$P_j(x)=\frac{(T^{j}a)(x)\,(T^{N-j}b)(x)}{Z},\qquad Z=a\cdot T^Nb .$$

Expand in orthonormal eigenvectors: $T^ja=\sum_n\lambda_n^j(\psi_n\cdot a)\psi_n$. All entries of $T$ are positive, so by the Perron–Frobenius theorem the largest eigenvalue is nondegenerate and $\psi_1$ has one sign. Far from both ends the $n=1$ terms dominate, and

$$P(x)=\psi_1(x)^2 .$$

The square comes from the two halves of the step, one on each side of the row. A free end row has only one half: there $b=1$ and $j=N$, so $P(x)=\psi_1(x)/\sum_y\psi_1(y)$. Mixing end rows into a histogram broadens it.

## Reduction to a tridiagonal matrix

Define $K$ with off-diagonal entries $-q$ and diagonal entries $1+q^2$, except for $1$ at the two ends. Then $KT=(1-q^2)I$. For an interior row $x$ of the product:

- At $y=x$ the entry is $(1+q^2)-q\cdot q-q\cdot q=1-q^2$.
- At distance $m=|x-y|\ge1$ it is $(1+q^2)q^m-q\,q^{m-1}-q\,q^{m+1}=0$.

For the end row $x=1$ the entry is $1-q^2$ at $y=1$, and $q^{y-1}-q\,q^{y-2}=0$ for $y\ge2$. The other end is its mirror image.

So $T$ and $K$ share eigenvectors. If $K\psi=\mu\psi$, then $\lambda=(1-q^2)/\mu$, and the top of $T$ is the bottom of $K$.

## Solving the eigenproblem

In the interior,

$$(1+q^2)\psi(x)-q[\psi(x-1)+\psi(x+1)]=\mu\psi(x).$$

The end equation is $\psi(1)-q\psi(2)=\mu\psi(1)$. Extend the interior equation to $x=1$ by introducing a value $\psi(0)$. Subtracting the end equation leaves $q^2\psi(1)-q\psi(0)=0$, hence

$$\psi(0)=q\,\psi(1),\qquad \psi(L)=q\,\psi(L-1).$$

These two values only continue the interior solution to the wall sites; the step itself never occupies them.

Try $\psi(x)=\sin(kx+\eta)$. Since $\psi(x-1)+\psi(x+1)=2\cos k\,\psi(x)$,

$$\mu=1+q^2-2q\cos k .$$

The left condition reads $\sin\eta=q(\sin k\cos\eta+\cos k\sin\eta)$. Collecting $\sin\eta$ gives

$$\tan\eta=\frac{q\sin k}{1-q\cos k},\qquad 0\le\eta<\frac{\pi}{2}.$$

The right condition follows from the left one if $\psi(L-x)=\pm\psi(x)$, which holds when

$$kL+2\eta(k)=n\pi, \tag{1}$$

because then $\sin[k(L-x)+\eta]=\sin[n\pi-(kx+\eta)]=(-1)^{n+1}\sin(kx+\eta)$.

This gives the full spectrum. Differentiating the arctangent,

$$\eta'(k)=\frac{q(\cos k-q)}{1-2q\cos k+q^2}\ \ge\ -\frac{q}{1+q}>-\frac12 ,$$

where the minimum is at $\cos k=-1$, since the fraction increases with $\cos k$. The left side of (1) thus rises steadily from $0$ at $k=0$ to $L\pi$ at $k=\pi$. Each $n=1,\dots,L-1$ gives one $k$, and these $L-1$ distinct values of $\mu$ exhaust the matrix. As $\mu$ grows with $k$, the state wanted is $n=1$. Also $\mu>(1-q)^2$, so every $\lambda$ is positive.

For the norm, use $\sin^2\theta=\frac12(1-\cos2\theta)$ and the geometric sum

$$\sum_{x=1}^{L-1}\cos(2kx+2\eta)=\frac{\sin[(L-1)k]}{\sin k}\cos(kL+2\eta).$$

By (1) the cosine is $(-1)^n$, and $\sin[(L-1)k]=\sin[n\pi-(k+2\eta)]=-(-1)^n\sin(k+2\eta)$. Therefore

$$\sum_x\psi^2=\frac12\left[L-1+\frac{\sin(k+2\eta)}{\sin k}\right].$$

## Wide terraces

For small $k$, $\eta=kd+O(k^3)$ with

$$d=\frac{q}{1-q},\qquad L_e=L+2d .$$

Equation (1) gives $k_1=\pi/L_e+O(L^{-4})$, and the norm becomes $\frac12[L_e+O(L^{-2})]$. Hence

$$P(x)\simeq\frac{2}{L_e}\sin^2\frac{\pi(x+d)}{L_e}, \tag{2}$$

with an error $O(L^{-3})$ in $L_eP$. Each wall acts as if moved outward by $d$ sites.

Now hold $q$ and $u=x/L$ fixed. The phase in (2) is $\pi u+\pi d(1-2u)/L+O(L^{-2})$, and $L/L_e=1-2d/L+O(L^{-2})$, so

$$LP-2\sin^2\pi u=\frac{2d}{L}\left[\pi(1-2u)\sin2\pi u-2\sin^2\pi u\right]+O(L^{-2}).$$

This vanishes as $L\to\infty$, which is the Gruber–Mullins result. To find the largest error, set $w=\pi|1-2u|$. The bracket becomes $w\sin w-1-\cos w$. It starts at $-2$ for $w=0$, rises to about $1.38$ where $\tan w=-w/2$, and falls to $0$ at $w=\pi$. The largest error is thus at the centre, $4d/L$ to leading order. For this absolute error to be small, $L\gg2d$ is needed. The relative error next to a wall does not vanish: at $x=1$ the ratio of $P$ to the sine-squared law tends to $(1+d)^2$, because $\sin(k+\eta)/\sin k\to1+d$ as $k\to0$.

The mean terrace width is $L/2$. In the variable $s=2x/L$ the density is $p(s)=\sin^2(\pi s/2)$ on $0<s<2$. With $t=s-1$ this is $\frac12(1+\cos\pi t)$, so the variance is

$$\int_{-1}^{1}\frac{t^2}{2}(1+\cos\pi t)\,dt=\frac13-\frac{2}{\pi^2},$$

a standard deviation of 0.3615 mean terrace widths.

Two other cases bracket this behaviour. If kinks are restricted to $0,\pm1$, $T$ is itself tridiagonal, with diagonal $1$ and off-diagonal $q$. Then $\psi(0)=\psi(L)=0$, $\psi_1\propto\sin(\pi x/L)$, and the sine-squared law holds at every $L$. If instead $q\to1$ at fixed $L$, every entry of $T$ tends to $1$, $\psi_1$ becomes constant, and $P\to1/(L-1)$: a very soft step fills a narrow terrace evenly.

## Free energy and memory

For an unconfined step, $\Lambda=\sum_rq^{|r|}=(1+q)/(1-q)$ and $\sum_rr^2q^{|r|}=2q(1+q)/(1-q)^3$. The mean square kink is their ratio,

$$b^2=\frac{2q}{(1-q)^2}.$$

Writing $\mu=(1-q)^2+2q(1-\cos k)$ gives $\lambda=\Lambda/[1+b^2(1-\cos k)]$. The free-energy cost of confinement per row is then

$$\Delta f=kT\ln[1+b^2(1-\cos k_1)]\simeq\frac{kT\,\pi^2b^2}{2L_e^2}. \tag{3}$$

In general the slowest correction to $\psi_1^2$ decays along the step as $(\lambda_2/\lambda_1)^m$ after $m$ rows. If both end weights are symmetric about the middle of the terrace, the odd state $\psi_2$ is absent and the decay is faster. With $k_2\simeq2k_1$, the memory length in rows is

$$\xi=\frac{1}{\ln(\lambda_1/\lambda_2)}\simeq\frac{2L_e^2}{3\pi^2b^2}. \tag{4}$$

## Pseudocode

A position-dependent energy $V(x)$ per row can be included at no extra cost. Let $H$ be diagonal with entries $h(x)=e^{V(x)/2kT}$. The matrix is then $H^{-1}TH^{-1}$, and its inverse, $HKH/(1-q^2)$, is still tridiagonal.

```
input eps, kT, L >= 3, V[1..L-1] (zero if absent)
q = exp(-eps/kT);  h[x] = exp(V[x]/(2kT))
diag[x] = 1+q^2;   diag[1] = diag[L-1] = 1
diag[x] = diag[x]*h[x]^2
off[x]  = -q*h[x]*h[x+1]          for x = 1..L-2
(mu, v) = lowest eigenpair of tridiagonal(diag, off)
lam = (1-q^2)/mu
P[x] = v[x]^2 / sum(v^2)

# residual, using the original matrix
w[x] = v[x]/h[x]
left[1] = w[1];  left[x] = w[x] + q*left[x-1]
right[L-1] = 0;  right[x] = q*(right[x+1] + w[x+1])
res = norm((left+right)/h - lam*v)/(lam*norm(v))
```

The sweeps work because `left` collects $\sum_{y\le x}q^{x-y}w(y)$ and `right` collects $\sum_{y>x}q^{y-x}w(y)$. For $V=0$ the eigensolver can be replaced by bisection of (1), which is monotone.

## Cost, stability and failure

Storage is $O(L)$. Bisection for one eigenvalue costs $O(L)$ per trial value, and so does each inverse iteration for its vector. Dense diagonalisation costs $O(L^3)$. Power iteration with the sweeps needs a number of steps proportional to $\xi\propto L^2$, so it also costs $O(L^3)$.

A small residual does not by itself guarantee an accurate vector. A component $c_n$ along a wrong eigenvector contributes $(\lambda_n-\lambda)c_n$ to the residual, so the total contamination is at most about the residual divided by the gap. The relative gap is $1/\xi$ for large $\xi$. For $q=0.19056$ and $L=4000$ it is $5\times10^{-7}$; the tridiagonal solver left a relative residual of $4\times10^{-16}$, which permits a vector error near $10^{-9}$.

Four failures follow from the formulas:

- As $q\to0$ the gap closes in proportion to $q$. At $q=0$, $T$ is the identity, the step is frozen, and no distribution is selected.
- Computing $\Delta f$ from $\ln(\Lambda/\lambda_1)$ subtracts nearly equal numbers when $L$ is large. For $V=0$, take $k_1$ from (1) and evaluate (3) with $1-\cos k=2\sin^2(k/2)$ and a `log1p` routine.
- As $q\to1$, $d$ diverges and the sine-squared law fails at fixed $L$, though the matrix result stands. At $q=0.8$, $L=40$, where $d=4$, the largest error in $LP$ is 0.308, against a peak of 2 in the limiting law.
- A strong potential makes the entries of $HKH$ grow as $e^{V/kT}$ while the wanted eigenvalue stays of order one, so a solver whose tolerance scales with the largest entry loses digits. At $L=40$, with the wall repulsion used below, a default bisection solver gave $\lambda$ with a relative error of $2\times10^{-7}$ when the largest $V/kT$ was 23, and a wrong eigenpair when it was 46. The residual exposes both.

## Worked example

Take close-packed steps on gold vicinal to (111), with illustrative inputs chosen for the model, not reference data: lattice parameter $a_0=0.408$ nm, $\varepsilon=0.10$ eV, $T=700$ K and $L=40$. The geometry gives a row spacing $a_\parallel=a_0/\sqrt2=0.2885$ nm along the step, a site spacing $a_\perp=a_0\sqrt{3/8}=0.2498$ nm across it, and a step height $a_0/\sqrt3=0.2356$ nm. The walls are 9.99 nm apart, the mean terrace is 5.00 nm wide, and the miscut is $\arctan(0.2356/4.997)=2.70^\circ$.

With $kT=0.06032$ eV,

$$q=e^{-0.10/0.06032}=0.1906,\quad d=\frac{0.1906}{0.8094}=0.235,\quad L_e=40.47,\quad b^2=0.582 .$$

Diagonalisation gives these probabilities per site:

| $x$ | matrix | $(2/L)\sin^2(\pi x/L)$ |
|---|---|---|
| 1 | 0.000453 | 0.000308 |
| 5 | 0.00772 | 0.00732 |
| 10 | 0.02516 | 0.02500 |
| 20 | 0.04942 | 0.05000 |

The peak is 1.2% below the limit, as $L/L_e$ requires. Next to the wall the probability is 47% above it, because there the shift $d$ is not small compared with $x$.

At the same $q$, the largest errors relative to the two sine-squared forms are:

| $L$ | in $LP$, plain law | in $L_eP$, form (2) |
|---|---|---|
| 20 | 0.0451 | $9.8\times10^{-4}$ |
| 40 | 0.0231 | $1.27\times10^{-4}$ |
| 80 | 0.0117 | $1.62\times10^{-5}$ |
| 160 | 0.00587 | $2.04\times10^{-6}$ |

Doubling $L$ roughly halves the first and divides the second by about eight, as derived.

The standard deviation is 0.3657 mean terrace widths, or 1.83 nm. A free end row gives 0.439. The wide-terrace form in (3) gives $\Delta f=0.1057$ meV per row, against 0.1056 meV from the matrix. The memory length is 191.5 rows, or 55 nm; (4) gives 190.2. The middle of a segment of $N$ rows between pinning points is only $N/2$ rows from each pin, so its deviation from $\psi_1^2$ falls in general as $e^{-N/2\xi}$. With both pins at site 5, the largest deviation is nearly a quarter of the peak for $N=5\xi$, 5% for $N=8\xi$ and below 1% for $N=12\xi$. Pins at the centre of the terrace need much less.

## What a real surface changes

Straight, non-interacting walls are a severe simplification. The estimates below for repulsion and kink energy keep the temperature at 700 K and $L=40$; the one for wandering neighbours is for the wide-terrace limit.

**Repulsion.** Suppose each wall repels the step with energy $A/\ell^2$ per unit length at distance $\ell$. Then

$$V(x)=\frac{Aa_\parallel}{a_\perp^2}\left[\frac1{x^2}+\frac1{(L-x)^2}\right].$$

For assumed strengths $A=1$ and $10$ meV nm, which are not measured gold values, diagonalisation gives standard deviations of 0.341 and 0.272. These lie 7% and 25% below 0.3657.

**Wandering neighbours.** Let all steps wander, without repulsion. In the wide-terrace limit they are diffusing paths that may not meet. For an odd number of steps on a ring, the positive ground state is the modulus of a Slater determinant of the lowest plane waves $\phi_i$, since this determinant solves the same free equation and vanishes only where two steps meet. Integrating its square over positions outside an interval of length $s$ gives the probability that the interval is empty:

$$E(s)=\det\left(\delta_{ij}-\int_0^s\phi_i^*\phi_j\,dx\right)=\det(1-K_s),$$

where, for many steps at unit mean spacing, $K_s$ has kernel $\sin\pi(x-y)/[\pi(x-y)]$ on the interval. An empty interval must fit inside one gap, so $E(s)=\int_s^\infty(t-s)p(t)\,dt$ and $p=E''$. Integrating by parts twice, $\langle s^2\rangle=2\int_0^\infty E\,ds$. Gauss–Legendre quadrature gives a standard deviation of 0.424, which is 17% above the fixed-wall value 0.3615 in the same limit. Repulsion and neighbour motion therefore act in opposite directions, and their combined effect is not computed here.

**Kink energy.** Changing $\varepsilon$ to 0.07 or 0.13 eV moves the standard deviation only to 0.370 or 0.364. Without repulsion the histogram width is thus a poor measure of $\varepsilon$; the memory length, through $b^2$, is far more sensitive, at 86 and 371 rows for the same two energies. With repulsion the width does depend on $\varepsilon$: for $A=10$ meV nm it is 0.302, 0.272 and 0.246 at $\varepsilon=0.07$, 0.10 and 0.13 eV.

The model also replaces the triangular lattice by rectangular rows. It ignores the sideways shift of a third of a site between successive (111) layers, because of which the two walls on real gold cannot be exactly 40 sites apart. It omits surface reconstruction, which gold shows, and any departure from equilibrium during growth. For a semiconductor step that fits the same kink model, the scheme is unchanged: its own $\varepsilon$, spacings and $V(x)$ replace those used here.
